# The two-parameter Fermi nucleus: normalization, skin thickness and mean square radius

In a four-component calculation on an atom, the nucleus can be given a finite size by replacing the point charge with an extended spherical charge density. The two-parameter Fermi distribution is

$$\rho(r)=\frac{\rho_0}{1+e^{(r-c)/a}},\qquad r\ge 0,\quad a>0,\quad c>0 .$$

The density counts elementary charges per unit volume, so the nuclear charge number $Z$ fixes the prefactor through

$$4\pi\int_0^\infty \rho(r)\,r^2\,dr=Z .$$

At $r=c$ the exponential equals one and $\rho=\rho_0/2$, so $c$ is the radius at which the density is half of $\rho_0$. The length $a$ sets how gradually the surface falls off. The slope at $r=0$ is $-\rho_0e^{-c/a}/[a(1+e^{-c/a})^2]$, which is not zero, so the density has a cusp at the centre. The cusp is weak when $c\gg a$, because the slope is then exponentially small. Lengths are in femtometres (fm), the natural unit for a nucleus, with the main ones also given in bohr. The following abbreviations are used throughout:

$$\eta=\frac{c}{a},\qquad \beta=\frac{a}{c},\qquad \varepsilon=e^{-\eta},\qquad x=\pi^2\beta^2 .$$

The problem is to relate $\rho_0$, $c$ and $a$ to the charge, the surface thickness and the root-mean-square (rms) radius, and to find how accurate the relations are.

## (a) The skin thickness

**Question.** The skin thickness $t$ is the distance over which the density falls from $0.9\rho_0$ to $0.1\rho_0$. Express it through $a$. When does it exist, and what changes if the central density $\rho(0)$ is taken as the reference instead of $\rho_0$?

**Solution.** Let $r_q$ be the radius at which $\rho=q\rho_0$. Then

$$1+e^{(r_q-c)/a}=\frac1q
\quad\Longrightarrow\quad
r_q=c+a\ln\!\left(\frac1q-1\right).$$

For $q=0.9$ the argument of the logarithm is $10/9-1=1/9$. For $q=0.1$ it is $10-1=9$. Hence

$$r_{0.9}=c-a\ln 9,\qquad r_{0.1}=c+a\ln 9,$$

and, since $\ln 9=2\ln 3$,

$$t=r_{0.1}-r_{0.9}=2a\ln 9=4a\ln 3 .$$

The two radii lie symmetrically about $c$, so $c$ drops out. The inner one must be positive, which requires $c>a\ln 9$. In a more diffuse profile the density is below $0.9\rho_0$ even at the centre, and this definition of $t$ has no meaning.

The parameter $\rho_0$ is not quite the central density, because

$$\rho(0)=\frac{\rho_0}{1+e^{-c/a}}=\frac{\rho_0}{1+\varepsilon}.$$

If the levels are fractions of $\rho(0)$, the condition $\rho=q\rho(0)$ reads $1+e^{(r-c)/a}=(1+\varepsilon)/q$, so

$$r=c+a\ln\!\left(\frac{1+\varepsilon}{q}-1\right).$$

The argument is $9+10\varepsilon$ for $q=0.1$ and $(1+10\varepsilon)/9$ for $q=0.9$. The new thickness $t_0$ is therefore

$$t_0=a\ln\frac{9(9+10\varepsilon)}{1+10\varepsilon}
=a\ln 81+a\ln\frac{1+10\varepsilon/9}{1+10\varepsilon}
=t-a\ln\frac{1+10\varepsilon}{1+10\varepsilon/9}.$$

For small $\varepsilon$ the two logarithms expand to $10\varepsilon-10\varepsilon/9=80\varepsilon/9$, so $t_0\approx t-(80/9)a\varepsilon$. The two definitions differ by an exponentially small amount when $c\gg a$, though with a sizeable coefficient.

## (b) Separating the sharp sphere from its surface

**Question.** Both the charge and the mean square radius need the integrals

$$I_m=\int_0^\infty\frac{r^m}{1+e^{(r-c)/a}}\,dr,\qquad m=2,4 .$$

Write $I_m$ as the value for a sharp edge at $r=c$, plus a surface correction, plus a remainder. Obtain the remainder as a series in powers of $e^{-c/a}$.

**Solution.** Call the profile $f(r)=1/(1+e^{(r-c)/a})$. A sharp sphere has $f=1$ inside $c$ and $f=0$ outside. The diffuse profile lacks $1-f$ inside and has $f$ extra outside:

$$I_m=\int_0^c r^m dr-\int_0^c r^m(1-f)\,dr+\int_c^\infty r^m f\,dr .$$

The missing part has the same shape as the extra part, since

$$1-f=\frac{e^{(r-c)/a}}{1+e^{(r-c)/a}}=\frac{1}{1+e^{(c-r)/a}} .$$

Put $r=c-au$ in the second integral and $r=c+au$ in the third. In both cases $u\ge0$ is the distance from the edge in units of $a$, and

$$I_m=\frac{c^{m+1}}{m+1}
-a\int_0^{\eta}\frac{(c-au)^m}{e^u+1}\,du
+a\int_0^\infty\frac{(c+au)^m}{e^u+1}\,du .$$

The inner integral stops at $u=\eta$ because $r$ cannot be negative. Extend it to infinity and add back what was subtracted in excess:

$$I_m=\frac{c^{m+1}}{m+1}
+a\int_0^\infty\frac{(c+au)^m-(c-au)^m}{e^u+1}\,du+E_m,$$

$$E_m=a\int_\eta^\infty\frac{(c-au)^m}{e^u+1}\,du .$$

In $E_m$ set $u=\eta+v$. Since $a\eta=c$, we have $c-au=-av$, and for even $m$ the sign disappears:

$$E_m=a^{m+1}\int_0^\infty\frac{v^m}{e^{\eta+v}+1}\,dv .$$

For $\eta>0$ the geometric series

$$\frac1{e^{\eta+v}+1}=\frac{e^{-(\eta+v)}}{1+e^{-(\eta+v)}}=\sum_{n=1}^\infty(-1)^{n+1}e^{-n\eta}e^{-nv}$$

converges. It may be integrated term by term, because the integrals of the absolute values, $m!\,e^{-n\eta}/n^{m+1}$, have a finite sum. With $\int_0^\infty v^m e^{-nv}dv=m!/n^{m+1}$ the result is

$$E_m=m!\,a^{m+1}D_{m+1},\qquad
D_k=\sum_{n=1}^\infty(-1)^{n+1}\frac{e^{-n\eta}}{n^k}.$$

The origin of these terms can be read off from the extension. If the profile is continued to negative $r$, it still falls slightly short of its plateau there. The extended integral subtracts that shortfall, although the region does not exist, and $E_m$ restores it.

## (c) The surface integrals

**Question.** Evaluate the remaining integral for $m=2$ and $m=4$, and write down $I_2$ and $I_4$.

**Solution.** The even powers of $u$ cancel in the differences:

$$(c+au)^2-(c-au)^2=4acu,$$

$$(c+au)^4-(c-au)^4=8ac^3u+8a^3c\,u^3 .$$

Two integrals are needed. For $s=1,3$ the same geometric series, now with $\eta=0$, gives

$$\int_0^\infty\frac{u^s}{e^u+1}\,du=s!\,A_{s+1},\qquad
A_k=\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n^k}.$$

Term-by-term integration is again allowed, because $\sum_n s!/n^{s+1}$ converges for these $s$.

The sums $A_2$ and $A_4$ follow from the cosine series of $y^2$ and $y^4$ on $-\pi\le y\le\pi$. Integration by parts, with $\sin n\pi=0$ and $\cos n\pi=(-1)^n$, gives

$$\int_0^\pi y^2\cos ny\,dy=-\frac2n\int_0^\pi y\sin ny\,dy=\frac{2\pi(-1)^n}{n^2},$$

$$\int_0^\pi y^3\sin ny\,dy=-\frac{\pi^3(-1)^n}{n}+\frac3n\int_0^\pi y^2\cos ny\,dy
=-\frac{\pi^3(-1)^n}{n}+\frac{6\pi(-1)^n}{n^3},$$

$$\int_0^\pi y^4\cos ny\,dy=-\frac4n\int_0^\pi y^3\sin ny\,dy
=\frac{4\pi^3(-1)^n}{n^2}-\frac{24\pi(-1)^n}{n^4}.$$

Multiplying by $2/\pi$ gives the cosine coefficients. The constant terms are the averages $\pi^2/3$ and $\pi^4/5$:

$$y^2=\frac{\pi^2}{3}+\sum_{n=1}^\infty\frac{4(-1)^n}{n^2}\cos ny,$$

$$y^4=\frac{\pi^4}{5}+\sum_{n=1}^\infty(-1)^n\left(\frac{8\pi^2}{n^2}-\frac{48}{n^4}\right)\cos ny .$$

Both functions continue periodically without a jump and their coefficients are absolutely summable, so the series hold at every point. At $y=0$ they become

$$0=\frac{\pi^2}{3}-4A_2\ \Rightarrow\ A_2=\frac{\pi^2}{12},$$

$$0=\frac{\pi^4}{5}-8\pi^2A_2+48A_4\ \Rightarrow\
A_4=\frac1{48}\left(\frac{2\pi^4}{3}-\frac{\pi^4}{5}\right)=\frac{7\pi^4}{720}.$$

Therefore

$$\int_0^\infty\frac{u\,du}{e^u+1}=\frac{\pi^2}{12},\qquad
\int_0^\infty\frac{u^3du}{e^u+1}=6A_4=\frac{7\pi^4}{120}.$$

The surface correction to $I_2$ is $a\cdot4ac\cdot\pi^2/12=\pi^2a^2c/3$. The correction to $I_4$ is $a\cdot8ac^3\cdot\pi^2/12+a\cdot8a^3c\cdot7\pi^4/120$. Adding $E_2=2a^3D_3$ and $E_4=24a^5D_5$ gives

$$I_2=\frac{c^3}{3}+\frac{\pi^2a^2c}{3}+2a^3D_3,$$

$$I_4=\frac{c^5}{5}+\frac{2\pi^2a^2c^3}{3}+\frac{7\pi^4a^4c}{15}+24a^5D_5 .$$

No term has been neglected. The numerical check compares both formulas with direct quadrature for $c/a$ from 0.5 to 20.

## (d) The normalization

**Question.** Find $\rho_0$. How large is the error if the exponential series is cut off?

**Solution.** The charge condition is $4\pi\rho_0I_2=Z$. Taking $c^3/3$ out of $I_2$ turns its last term into $2a^3D_3\cdot3/c^3=6\beta^3D_3$, so

$$\rho_0=\frac{3Z}{4\pi c^3N},\qquad
N=1+\frac{\pi^2a^2}{c^2}+6\,\frac{a^3}{c^3}\sum_{n=1}^\infty(-1)^{n+1}\frac{e^{-nc/a}}{n^3}.$$

For $a\to0$ at fixed $c$, $N\to1$ and $\rho_0$ becomes the density of a uniform sphere of radius $c$. A diffuse surface makes $N>1$ and lowers $\rho_0$: more volume is gained outside $c$ than is lost inside. The term $\pi^2a^2/c^2$ arises because the shell volume grows as $r^2$. The series term, also positive, arises because the loss inside stops at $r=0$.

The series alternates and its terms decrease in size. After any cut, the omitted terms can be grouped in pairs that all have the sign of the first omitted term. Setting that first term aside, the others can be paired with the opposite sign. The error therefore has the sign of the first omitted term and is smaller than it. In particular,

$$e^{-\eta}\left(1-\tfrac18e^{-\eta}\right)<D_3<e^{-\eta}.$$

## (e) The mean square radius

**Question.** Find $r_{\rm rms}^2=\langle r^2\rangle$, separating the part algebraic in $a$ and $c$ from the exponentially small part.

**Solution.** The average is weighted with the charge density, so $\rho_0$ cancels:

$$\langle r^2\rangle=\frac{4\pi}{Z}\int_0^\infty\rho\,r^4dr=\frac{I_4}{I_2}.$$

Take $c^5/5$ out of $I_4$ and $c^3/3$ out of $I_2$:

$$\langle r^2\rangle=\frac{3c^2}{5}\;
\frac{1+\frac{10}{3}x+\frac73x^2+120\beta^5D_5}{1+x+6\beta^3D_3}.$$

The polynomial in the numerator factorizes,

$$1+\tfrac{10}{3}x+\tfrac73x^2=(1+x)\left(1+\tfrac73x\right),$$

as multiplying out confirms: the linear coefficient is $1+7/3=10/3$. The factor $1+x$ is the algebraic part of $N$, so replace it by $N-6\beta^3D_3$. The numerator becomes

$$N\left(1+\tfrac73x\right)-6\beta^3D_3\left(1+\tfrac73x\right)+120\beta^5D_5 .$$

Division by $N$, together with $\frac35c^2\cdot\frac73x=\frac75\pi^2a^2$, gives

$$\langle r^2\rangle=\frac35c^2+\frac75\pi^2a^2+\delta,$$

$$\delta=\frac{3c^2}{5N}\left[120\beta^5D_5-6\beta^3\left(1+\tfrac73x\right)D_3\right].$$

The first term is the value for a uniform sphere of radius $c$, and the second is the contribution of the diffuse surface. The first two terms might look like the start of an expansion in $a/c$, but the factorization shows that no term in $a^4/c^2$ or any higher power follows. All that remains is $\delta$, and each term in it carries a factor $D_3$ or $D_5$.

## (f) Sign and size of the remainder

**Question.** Is $\frac35c^2+\frac75\pi^2a^2$ too large or too small? Find the leading form of $\delta$ for $c\gg a$.

**Solution.** The prefactor of $\delta$ is positive, so the bracket decides the sign. With $x=\pi^2\beta^2$ the bracket is

$$-6\beta^3D_3+\beta^5\left(120D_5-14\pi^2D_3\right).$$

The first term is negative. For the second, use $D_5<e^{-\eta}$ and, from part (d), $D_3>\frac78e^{-\eta}$. Then

$$120D_5-14\pi^2D_3<\left(120-\tfrac{49}{4}\pi^2\right)e^{-\eta}<0,$$

because $\pi^2>9.8$ makes $\frac{49}{4}\pi^2$ larger than 120. Hence $\delta<0$ for all $a,c>0$: the simple formula is an upper bound to $\langle r^2\rangle$.

For $c\gg a$ replace $D_3$ and $D_5$ by $e^{-\eta}$ and $N$ by $1+x$. Taking out $-6\beta^3$ and using $\frac35c^2\cdot6\beta^3=\frac{18}{5}a^3/c$,

$$\delta\approx-\frac{18}{5}\frac{a^3}{c}\,e^{-c/a}\,
\frac{1+\left(\frac73\pi^2-20\right)a^2/c^2}{1+\pi^2a^2/c^2}.$$

Quadrature gives the excess of the simple formula relative to the true $\langle r^2\rangle$. It is 0.7% at $c/a=2$, $1.4\times10^{-4}$ at $c/a=5$ and $2.1\times10^{-7}$ at $c/a=10$. In the limit $c=0$, where no plateau is left, it is 6.8%.

## (g) Two model nuclei

**Question.** Suppose $r_{\rm rms}$ and $t$ are given. Find $a$, $c$ and $\rho_0$ for two model nuclei with $t=2.30$ fm: nucleus A with $Z=50$, $r_{\rm rms}=5.00$ fm, and nucleus B with $Z=10$, $r_{\rm rms}=2.50$ fm. What do the exponential terms change?

**Solution.** Part (a) gives $a$, and part (e) without $\delta$ is solved for $c$:

$$a=\frac{t}{4\ln3},\qquad c=\sqrt{\tfrac53r_{\rm rms}^2-\tfrac73\pi^2a^2}.$$

The square root is real and positive only if $r_{\rm rms}>\pi\sqrt{7/5}\,a$, that is, $r_{\rm rms}/t>0.846$. The skin thickness of part (a) exists only for $c>a\ln 9$. With the simple formula this means $r_{\rm rms}^2>\left(\frac35\ln^2 9+\frac75\pi^2\right)a^2$, that is, $r_{\rm rms}/t>0.930$. Both nuclei satisfy this stricter condition. Their radii are round model values, not those of tin and neon, whose measured charge radii are about 4.65 fm and 3.0 fm. Nucleus B in particular is much more compact than neon. With $Z=10$, $r_{\rm rms}=3.0$ fm and the same $t$, one finds $c/a\approx5.7$, $e^{-c/a}\approx0.0035$ and $\rho_0\approx0.07$ fm$^{-3}$, so the exponential terms are several times smaller than those found below for B. The two model nuclei share

$$a=\frac{2.30\ \text{fm}}{4\ln3}=0.52339\ \text{fm}.$$

**Nucleus A.** The half-density radius is

$$c=\sqrt{\tfrac53(5.00)^2-\tfrac73\pi^2(0.52339)^2}\ \text{fm}=5.9463\ \text{fm},$$

or $1.1237\times10^{-4}$ bohr, for an rms radius of $9.449\times10^{-5}$ bohr. Thus $c/a=11.36$ and $e^{-c/a}=1.16\times10^{-5}$. The normalization factor is

$$N=1+0.076464+4.8\times10^{-8}=1.076464,$$

where the last contribution is the $n=1$ series term. The prefactor is

$$\rho_0=\frac{3\cdot50}{4\pi(5.9463)^3(1.076464)}\ \text{fm}^{-3}=0.05274\ \text{fm}^{-3}.$$

The density passes 90% of $\rho_0$ at 4.796 fm and 10% at 7.096 fm, which are 2.30 fm apart. The remainder is $\delta=-9.6\times10^{-7}$ fm², and the true rms radius falls short of 5.00 fm by about $10^{-7}$ fm. The surface term, by contrast, is essential: $\sqrt{3/5}\,c$ alone would give 4.606 fm.

**Nucleus B.** The same steps give

$$c=\sqrt{\tfrac53(2.50)^2-\tfrac73\pi^2(0.52339)^2}\ \text{fm}=2.0269\ \text{fm},$$

or $3.830\times10^{-5}$ bohr, for an rms radius of $4.724\times10^{-5}$ bohr. Now $c/a=3.873$ and $e^{-c/a}=0.0208$. The first two series terms enter as

$$N=1+0.65810+0.00215-0.00001=1.66025\quad(\text{from unrounded terms}),$$

and

$$\rho_0=\frac{3\cdot10}{4\pi(2.0269)^3(1.66025)}\ \text{fm}^{-3}=0.1727\ \text{fm}^{-3}.$$

The central density is $\rho_0/(1+0.0208)=0.1692$ fm$^{-3}$, about 2% below $\rho_0$. Measured against it, the skin thickness is 2.213 fm instead of 2.30 fm, so here the choice of reference matters.

The rms radius is less sensitive. Quadrature gives 2.4992 fm, which is $3\times10^{-4}$ below the wanted value in relative terms. The remainder is $\delta=-3.82\times10^{-3}$ fm², and its leading form gives $-3.84\times10^{-3}$ fm².

To restore the wanted radius at fixed $a$, $c$ must grow slightly. Since $\frac35c^2$ changes by $\frac65c\,\Delta c$, neglecting the change of $\delta$ itself gives

$$\Delta c\approx-\frac{5\delta}{6c}=\frac{5(3.82\times10^{-3})}{6(2.0269)}\ \text{fm}\approx1.6\times10^{-3}\ \text{fm}.$$

Solving the full equation for $c$ gives $1.56\times10^{-3}$ fm. For nucleus A the corresponding shift is $1.3\times10^{-7}$ fm. If such shifts matter, the closed formula for $c$ serves as the starting value, and $I_4/I_2=r_{\rm rms}^2$ is then solved with the series included. This works when $c$ is several times $a$. Near the lower limit the closed formula is a poor start: at $r_{\rm rms}/t=0.85$ it gives $c/a=0.47$ against the true $0.91$. For $0.819<r_{\rm rms}/t<0.846$ it has no real value, although the full equation still has a root $c>0$. Below $0.819$, the value at $c=0$, no positive $c$ exists for the given $t$.

## Values computed for the example and the checks

```
Relative excess of simple <r^2> over quadrature value:
  c/a =    0: 6.786e-02
  c/a =  0.5: 4.079e-02
  c/a =    2: 7.074e-03
  c/a =    5: 1.351e-04
  c/a =   10: 2.076e-07
  c/a =   20: 1.437e-12
Bohr radius = 52917.7211 fm
Model nucleus A: Z = 50, wanted r_rms = 5.00 fm = 9.44863e-05 bohr
  t = 2.30 fm = 4.34637e-05 bohr
  a = 0.523388 fm = 9.89059e-06 bohr
  c (simple formula) = 5.946277 fm = 1.12368e-04 bohr
  c/a = 11.36114, exp(-c/a) = 1.16392e-05
  pi^2 a^2/c^2 = 0.07646387
  series term n=1 in N = 4.76220e-08
  series term n=2 in N = -6.92850e-14
  N = 1.07646392
  rho0 = 0.0527408 e/fm^3
  central density rho(0) = 0.0527402 e/fm^3
  r at 90% = 4.796277 fm, r at 10% = 7.096277 fm
  thickness relative to rho(0) = 2.299946 fm
  sqrt(3/5) c, surface term dropped = 4.605966 fm
  r_rms by quadrature = 4.999999904 fm
  delta in <r^2> = -9.60557e-07 fm^2
  leading form of delta = -9.60559e-07 fm^2
  c (exact) - c (simple) = 1.34616e-07 fm
Model nucleus B: Z = 10, wanted r_rms = 2.50 fm = 4.72432e-05 bohr
  t = 2.30 fm = 4.34637e-05 bohr
  a = 0.523388 fm = 9.89059e-06 bohr
  c (simple formula) = 2.026871 fm = 3.83023e-05 bohr
  c/a = 3.87260, exp(-c/a) = 2.08042e-02
  pi^2 a^2/c^2 = 0.65810348
  series term n=1 in N = 2.14928e-03
  series term n=2 in N = -5.58926e-06
  N = 1.66024721
  rho0 = 0.1726872 e/fm^3
  central density rho(0) = 0.1691678 e/fm^3
  r at 90% = 0.876871 fm, r at 10% = 3.176871 fm
  thickness relative to rho(0) = 2.213040 fm
  sqrt(3/5) c, surface term dropped = 1.570008 fm
  r_rms by quadrature = 2.499236416 fm
  delta in <r^2> = -3.81734e-03 fm^2
  leading form of delta = -3.84045e-03 fm^2
  c (exact) - c (simple) = 1.56357e-03 fm
Smallest r_rms/t with real c in simple formula = 0.84588
```
